# Full-zone PAW pair densities from irreducible k points

A factor common to all plane-wave coefficients of a state should have no effect on an observable. In a model crystal on a square lattice, leaving such a factor out after rotating states from the irreducible k points changes the density response matrix by 29%, in Frobenius norm relative to direct diagonalization over the full zone, for the choice of operations and mesh points used here. All coefficient moduli, eigenvalues and norms stay correct. The missing factor is $e^{-i\mathbf k\cdot\mathbf t}$, with $\mathbf t$ the fractional translation of the symmetry operation.

The resolution is that a PAW or ultrasoft state is stored in two pieces, plane-wave coefficients and projections, and the factor was dropped from one of them. A sound scheme follows from asking what each piece does under every operation.

## What is stored, and what is wanted

Hartree atomic units are used. The states are scalar (no spin–orbit coupling), the Hamiltonian is invariant under time reversal, and the projectors $p_i^a$ are real. The smooth part of a state is

$$\tilde\psi_{n\mathbf k}(\mathbf r)=A^{-1/2}\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},\qquad P^a_{i,n\mathbf k}=\langle p_i^a|\tilde\psi_{n\mathbf k}\rangle ,$$

with $A$ the cell area and $a$ an atom at $\mathbf R_a$ in the home cell. The projection is taken on the full Bloch function, not on its periodic part. For the same atom displaced by a lattice vector $\mathbf L$ it is therefore $e^{i\mathbf k\cdot\mathbf L}P^a_i$.

The wanted quantity, with $\mathbf K=\mathbf q+\mathbf G$, is

$$\rho_{nm}(\mathbf k,\mathbf K)=\langle\psi_{n\mathbf k}|e^{-i\mathbf K\cdot\mathbf r}|\psi_{m,\mathbf k+\mathbf q}\rangle .$$

The product of two true wavefunctions is the smooth product plus $\sum_{aij}P^{a*}_{i,n}P^a_{j,m}Q^a_{ij}(\mathbf r-\mathbf R_a)$, where $Q^a_{ij}$ is the augmentation charge. Shifting the origin of each augmentation integral to its atom gives

$$\rho_{nm}=\langle\tilde\psi_{n\mathbf k}|e^{-i\mathbf K\cdot\mathbf r}|\tilde\psi_{m,\mathbf k+\mathbf q}\rangle+\sum_{aij}e^{-i\mathbf K\cdot\mathbf R_a}P^{a*}_{i,n\mathbf k}\,Q^a_{ij}(\mathbf K)\,P^a_{j,m,\mathbf k+\mathbf q},$$

with $Q^a_{ij}(\mathbf K)=\int e^{-i\mathbf K\cdot\mathbf x}Q^a_{ij}(\mathbf x)\,d\mathbf x$. One cell of atoms is enough. For an atom displaced by $\mathbf L$, the projections contribute $e^{-i\mathbf k\cdot\mathbf L}e^{i(\mathbf k+\mathbf q)\cdot\mathbf L}$ and the origin contributes $e^{-i(\mathbf q+\mathbf G)\cdot\mathbf L}$. Their product is $e^{-i\mathbf G\cdot\mathbf L}=1$.

This sum explains the opening number. Multiply $c$ by a phase and leave $P$ alone: the two terms of $\rho$ then interfere wrongly. Without augmentation the same fault would give a factor depending on $\mathbf k$ but not on $\mathbf G$, which cancels in the products $\rho(\mathbf G)\rho^*(\mathbf G')$ that enter the response.

## Rotating the coefficients

Let $g=\{R|\mathbf t\}$ be a space-group operation, acting as $(g\psi)(\mathbf r)=\psi(R^{-1}(\mathbf r-\mathbf t))$. Apply it to one plane wave with $\boldsymbol\kappa=\mathbf k+\mathbf G$. Since $R$ is orthogonal,

$$e^{i\boldsymbol\kappa\cdot R^{-1}(\mathbf r-\mathbf t)}=e^{iR\boldsymbol\kappa\cdot(\mathbf r-\mathbf t)}=e^{-i\boldsymbol\kappa'\cdot\mathbf t}\,e^{i\boldsymbol\kappa'\cdot\mathbf r},\qquad \boldsymbol\kappa'=R\boldsymbol\kappa .$$

Labelled by total wavevector, the new coefficients are

$$c'(\boldsymbol\kappa')=e^{-i\boldsymbol\kappa'\cdot\mathbf t}\,c(R^{-1}\boldsymbol\kappa').$$

The rotated point may lie outside the chosen zone. Write $R\mathbf k=\mathbf k_f+\mathbf G_R$, with $\mathbf k_f$ the stored mesh point. Then $\boldsymbol\kappa'=\mathbf k_f+(R\mathbf G+\mathbf G_R)$, so the coefficient goes to the label $\mathbf G'=R\mathbf G+\mathbf G_R$. A cutoff on $|\mathbf k+\mathbf G|$ maps the basis at $\mathbf k$ onto that at $\mathbf k_f$ without loss. A fixed list of $\mathbf G$ for all k points would not generally do so.

On the square lattice the same integer matrix rotates real and reciprocal components. In a general lattice, if fractional positions transform by $W$, invariance of $\boldsymbol\kappa\cdot\mathbf r$ requires the reciprocal components to transform by $(W^{-1})^{T}$.

There are two ways to get the phase wrong:

- **Omit it entirely.** The coefficients then describe $(g\tilde\psi)(\mathbf r+\mathbf t)$, a smooth function displaced from its atoms. If both states carry the same displacement, the smooth pair density gains $e^{i\mathbf K\cdot\mathbf t}$. This depends on $\mathbf G$ and spoils off-diagonal response elements even without augmentation. In the example the error is 0.286.
- **Keep only $e^{-i\mathbf G'\cdot\mathbf t}$.** The smooth function is then right up to a common factor, but that factor is missing relative to $P$. The error is 0.295. Both figures depend on bookkeeping: reaching points by pure rotations wherever possible lowers them to about 0.10, and a mesh centred on $\mathbf k=0$ lowers the second to 0.14, or to 0.04 with both choices.

The second fault escapes two natural checks. The eigenvalue residual and the norm, when evaluated from $c$, are insensitive to a common phase. Recomputing $\langle p_i^a|\tilde\psi\rangle$ from the rotated coefficients and comparing with the rotated projections does expose it.

## Rotating the projections

Projections could be recomputed from correctly rotated coefficients at every full-zone point, but rotating them avoids another sum over plane waves. Let $g$ carry atom $a$ to atom $a'$, possibly in another cell:

$$R\mathbf R_a+\mathbf t=\mathbf R_{a'}+\mathbf T,$$

where $\mathbf T$ is a lattice vector. Because $g$ is unitary, $\langle p_i^{a'}|g\tilde\psi\rangle=\langle g^{-1}p_i^{a'}|\tilde\psi\rangle$. With $p_i^{a'}(\mathbf r)=p_i(\mathbf r-\mathbf R_{a'})$,

$$(g^{-1}p_i^{a'})(\mathbf r)=p_i(R\mathbf r+\mathbf t-\mathbf R_{a'})=p_i\big(R(\mathbf r-\mathbf R_a)+\mathbf T\big)=p_i\big(R(\mathbf r-\mathbf R_a+R^{-1}\mathbf T)\big).$$

The second equality replaces $\mathbf t-\mathbf R_{a'}$ by $\mathbf T-R\mathbf R_a$. Now define $D$ by $p_i(R\mathbf x)=\sum_jD_{ij}(R)p_j(\mathbf x)$. The result is a combination of projectors centred at $\mathbf R_a-R^{-1}\mathbf T$, which is atom $a$ displaced by $\mathbf L=-R^{-1}\mathbf T$. The displacement supplies $e^{i\mathbf k\cdot\mathbf L}=e^{-i(R\mathbf k)\cdot\mathbf T}$, hence

$$P'^{\,a'}_i=e^{-i(R\mathbf k)\cdot\mathbf T}\sum_jD_{ij}(R)\,P^a_j .$$

For the planar set $(s,p_x,p_y)$, $D$ is 1 for $s$ and the matrix $R$ for the $p$ pair. Dropping the cell phase gives a response error of 0.273; leaving the $p$ projections unrotated gives 0.127. No separate factor for $\mathbf t$ appears here, because it is contained in the relation between the atoms.

## Time reversal

Time reversal conjugates a scalar wavefunction. Conjugating each term turns $c\,e^{i\boldsymbol\kappa\cdot\mathbf r}$ into $c^*e^{-i\boldsymbol\kappa\cdot\mathbf r}$, and with real projectors it turns $P$ into $P^*$. After a spatial operation, therefore,

$$R\mathbf k\to-R\mathbf k,\qquad c''(-\boldsymbol\kappa')=c'(\boldsymbol\kappa')^*,\qquad P''=P'^* .$$

Here all phases of $g$ are applied first, then everything is conjugated. Time reversal commutes with $g$ for scalar states, so the opposite order gives the same state provided the phases are then evaluated with the reversed wavevector. The folding vector is found afterwards from $-R\mathbf k$.

A planar crystal with a twofold rotation (in three dimensions, one with inversion) already relates $\mathbf k$ to $-\mathbf k$ and does not put this step to use. A second model crystal, with two species and a single glide $(x,y)\to(-x,y+\tfrac12)$, does. Its 36 mesh points reduce to 24 by the glide alone and to 16 with time reversal, which supplies 12 of the full-zone points. The rotated response agrees with the direct one to $6\times10^{-15}$ in relative norm. With $c$ conjugated but $P$ not, the error is about 0.16. This number depends on the arbitrary phases of the parent eigenvectors; random phases give 0.17 to 0.21.

## Folding the second state

The states at $\mathbf k$ and $\mathbf k+\mathbf q$ generally come from different parents by different operations. Moreover, $\mathbf k+\mathbf q$ may lie outside the stored zone:

$$\mathbf k+\mathbf q=\mathbf k'+\mathbf G_0 .$$

Insert the two expansions into the smooth term. A coefficient stored at $\mathbf k'$ with label $\mathbf G_s$ contributes the exponent

$$-(\mathbf k+\mathbf G')-(\mathbf q+\mathbf G)+(\mathbf k'+\mathbf G_s)=\mathbf G_s-\mathbf G'-\mathbf G-\mathbf G_0 .$$

The cell integral vanishes unless this is zero, so

$$\tilde\rho_{nm}=\sum_{\mathbf G'}c^*_{n\mathbf k}(\mathbf G')\,c_{m\mathbf k'}(\mathbf G'+\mathbf G+\mathbf G_0).$$

The projections need no correction: relabelling coefficients does not change the Bloch function, and $P$ belongs to that function. Had the projections been stored with the Bloch phase removed, $\bar P^a_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf R_a}P^a_{\mathbf k}$, the relabelling would give $\bar P^a_{\mathbf k+\mathbf q}=e^{-i\mathbf G_0\cdot\mathbf R_a}\bar P^a_{\mathbf k'}$, and that phase would have been needed. For $\mathbf q=(1,2)/6$ on the $6\times6$ mesh, 16 of the 36 points have nonzero $\mathbf G_0$. Ignoring it gives an error of 0.336, the largest of the faults tried.

## One pair density followed through

The first crystal has lattice constant 8 bohr and four equal atoms at $(x,x+\tfrac12)$, $(1-x,\tfrac12-x)$, $(\tfrac12-x,x)$ and $(\tfrac12+x,1-x)$, with $x=0.15$. Gaussian wells, projectors and augmentation charges define its Hamiltonian, without self-consistency. The cutoff of 5 Ha keeps 49 plane waves at $\mathbf k=0$. This is enough to test the symmetry algebra, though not to claim a converged spectrum. The crystal has eight operations, four with $\mathbf t=(\tfrac12,\tfrac12)$, and 10 irreducible points.

Components below are in units of the lattice or reciprocal vectors. Take $\mathbf k_f=(4,5)/6$, whose parent is $(1,2)/6$. The operation is $(x,y)\to(\tfrac12-y,\tfrac12-x)$, so

$$R\mathbf k=(-2,-1)/6=(4,5)/6+(-1,-1),\qquad \mathbf G_R=(-1,-1).$$

The parent coefficient at $\mathbf G=0$ moves to $\mathbf G'=(-1,-1)$ with phase

$$e^{-2\pi i\,[(-2)(1/2)+(-1)(1/2)]/6}=e^{i\pi/2}=i .$$

Atom 1 at $(0.15,0.65)$ goes to $(-0.15,0.35)$. That is atom 2 at $(0.85,0.35)$ plus $\mathbf T=(-1,0)$. Its projections gain $e^{-2\pi i(-2/6)(-1)}=e^{-2\pi i/3}=-0.500-0.866i$. Finally $\mathbf k_f+\mathbf q=(5,7)/6$, so $\mathbf k'=(5,1)/6$ and $\mathbf G_0=(0,1)$.

For bands 1 and 5 and $\mathbf G=0$, the smooth term has modulus 0.032185 and the augmentation term 0.007573. Their sum has modulus

$$0.032185-0.007573=0.024612,$$

in agreement with direct diagonalization. That the moduli subtract has a symmetry reason. The twofold rotation about the origin followed by time reversal keeps $\mathbf k$ and sends $c(\boldsymbol\kappa)$ to $c(\boldsymbol\kappa)^*$. A nondegenerate state can thus be given real coefficients, which means $\psi^*(-\mathbf r)=\psi(\mathbf r)$. The smooth and augmentation pair densities inherit this property, and their Fourier transforms are real. Symmetry allows either relative sign; here it is negative.

The cost of a lost common phase can now be read off. Suppose $(5,1)/6$ is reached from $(1,1)/6$ by the glide $(x,y)\to(\tfrac12-x,\tfrac12+y)$. The factors $e^{-i\mathbf k_f\cdot\mathbf t}$ missing from the two states are $e^{-3\pi i/2}=i$ and $e^{-i\pi}=-1$. The faulty coefficients are the correct ones divided by these, that is, multiplied by $-i$ and $-1$. The smooth term is then multiplied by $(-i)^*(-1)=-i$. The two terms no longer oppose each other but add at right angles:

$$\sqrt{0.032185^2+0.007573^2}=0.03306 .$$

The transition strength $|\rho|^2$ is too large by a factor $(0.03306/0.02461)^2\approx1.80$, although neither term has changed its modulus.

## Degenerate levels and the band cutoff

Rotated states need not equal the directly computed ones. They may differ by unitary matrices inside degenerate levels, so individual $\rho_{nm}$ are not suitable for comparison there. The independent-particle response is

$$\chi^0_{\mathbf G\mathbf G'}(\mathbf q,z)=\frac{2}{N_kA}\sum_{\mathbf knm}\frac{f_{n\mathbf k}-f_{m,\mathbf k+\mathbf q}}{z+\varepsilon_{n\mathbf k}-\varepsilon_{m,\mathbf k+\mathbf q}}\,\rho_{nm}(\mathbf G)\rho^*_{nm}(\mathbf G'),$$

with $z=\omega+i\eta$, $N_k$ mesh points and a factor 2 for spin. Between two complete levels the fraction is constant and the remaining sum is $\mathrm{Tr}[\rho(\mathbf G)\rho(\mathbf G')^\dagger]$. Replacing each $\rho$ by $U^\dagger\rho V$ gives

$$\mathrm{Tr}[U^\dagger\rho(\mathbf G)VV^\dagger\rho(\mathbf G')^\dagger U]=\mathrm{Tr}[\rho(\mathbf G)\rho(\mathbf G')^\dagger].$$

The proof uses $VV^\dagger=1$ and $UU^\dagger=1$, and fails if the band cutoff removes part of a level.

Here an odd cutoff does that. Consider the glide $g:(x,y)\to(\tfrac12-x,\tfrac12+y)$ followed by time reversal $\theta$. The combination takes $(k_x,k_y)$ to $(k_x,-k_y)$, which is an equivalent point when $k_y=\pi/a$. Since $g^2$ is a translation by $a$ along $y$, $(\theta g)^2=e^{-ik_ya}=-1$ there. If $\theta g\psi=\lambda\psi$ held, antilinearity would give $(\theta g)^2\psi=\lambda^*\lambda\psi=|\lambda|^2\psi$, which cannot be $-\psi$. So $\psi$ and $\theta g\psi$ are independent states of equal energy, and levels on this edge come in pairs. The other glide does the same at $k_x=\pi/a$. Numerically the pairs split by at most $3\times10^{-15}$ Ha.

The 12 bands used leave a gap of at least 0.058 Ha above the cutoff at every mesh point. With 11 bands, the rotated and direct responses differ by $4\times10^{-3}$. That value depends on which member of each pair is retained. It measures an ambiguity in the truncated response, not a faulty rotation.

## The response as a test

The reference diagonalizes at $\mathbf k$ and at the unfolded $\mathbf k+\mathbf q$, applies random unitaries inside degenerate levels, and obtains the smooth term by real-space quadrature. It needs neither a rotation nor $\mathbf G_0$. The augmentation transform is shared by both routes and was checked separately by quadrature. With nine $\mathbf G$ vectors, the two $\chi^0$ matrices agree to $1.1\times10^{-14}$ in relative norm.

A further relation connects different $\mathbf q$. If both states are transformed by one $g$, substituting $\mathbf r=R\mathbf x+\mathbf t$ in the matrix element gives $\rho(R\mathbf k,R\mathbf K)=e^{-iR\mathbf K\cdot\mathbf t}\rho(\mathbf k,\mathbf K)$. In $\rho\rho^*$ the part with $\mathbf q$ cancels, leaving

$$\chi^0_{R\mathbf G,R\mathbf G'}(R\mathbf q)=e^{-i(R\mathbf G-R\mathbf G')\cdot\mathbf t}\,\chi^0_{\mathbf G\mathbf G'}(\mathbf q).$$

For a glide taking $(1,2)/6$ to $(2,1)/6$, this holds to $1.0\times10^{-14}$ against a direct calculation. Response matrices are thus needed only at irreducible $\mathbf q$, with the phase supplied for the off-diagonal elements.

For energy loss, treat the crystal as a sheet of zero thickness with $v(\mathbf K)=2\pi/|\mathbf K|$. In the random-phase approximation $\chi=(1-\chi^0v)^{-1}\chi^0$, and the loss is $-\mathrm{Im}\,\epsilon^{-1}_{00}=-v_0\,\mathrm{Im}\,\chi_{00}$. At $|\mathbf q|=0.2927$ bohr$^{-1}$, $\omega=0.2$ Ha (5.44 eV) and $\eta=0.02$ Ha,

$$\chi^0_{00}=0.1694-0.2321i\ \text{Ha}^{-1}\text{bohr}^{-2},\qquad v_0=2\pi/0.2927=21.47\ \text{Ha bohr}^2 .$$

Keeping this element alone gives $\epsilon=1-v_0\chi^0_{00}=-2.64+4.98i$ and a loss of $4.98/(2.64^2+4.98^2)=0.157$. The matrix with nine $\mathbf G$ vectors gives 0.150, and rotated and direct routes agree on this value. It is not converged in $\mathbf G$: 25 or 49 vectors give 0.142, so local fields lower the loss by about 10% at this frequency; the size and sign of the change need not be the same at others. At 0.1, 0.3 and 0.4 Ha the loss with nine vectors is 0.093, 0.546 and 3.35. It rises over the sampled range, which does not locate a maximum.

## Small q

Small momentum transfer makes the relative phase of $c$ and $P$ more critical. At $\mathbf K=0$, $\rho_{nm}=\delta_{nm}$ is orthonormality with the PAW overlap. For different bands the smooth and augmentation terms, each generally finite, must cancel. For bands that are not degenerate with each other, the interband $\rho_{nm}$ at $\mathbf G=0$ is then of order $q$, and its contribution to $\chi^0_{00}$ of order $q^2$.

Suppose the common phase is lost. Where $\mathbf k$ and $\mathbf k+\mathbf q$ come from the same operation without folding, the mismatch is $e^{i\mathbf q\cdot\mathbf t}$ and tends to 1. It is not harmless even so: it changes $\rho_{nm}$ by $(e^{i\mathbf q\cdot\mathbf t}-1)$ times the smooth term, which is generally of order $q$, like the correct interband value. Where the two points lie on opposite sides of a boundary between rotated sectors, the mismatch can stay finite, and so can $\rho_{nm}$. On a dense mesh such points form a fraction of order $q$ of the zone. The false contribution to $\chi^0_{00}$ is of order $q$, and multiplied by $v_0\propto1/q$ it remains finite as $q\to0$. The correct interband contribution to $v_0\chi^0_{00}$ vanishes as $q$. This estimate follows from the scaling argument; the calculations here are at finite $q$.

The numerical output follows.

## Computed values

```
lattice constant 8.0 bohr, mesh 6x6, cutoff 5.0 Ha
atom parameter x 0.15, well depth -1.5 Ha, kT 0.01 Ha, eta 0.02 Ha
quadrature error: projector 2.6e-16, augmentation 5.6e-17
A: operations 8, with fractional translation 4
A: irreducible points 10 of 36
A: plane waves at k=0: 49, bands 12
A: smallest gap above band cutoff 0.0584 Ha
A: electrons per cell 8, chemical potential -0.18883 Ha
A: rotated states, eigenvalue residual 2.1e-15 Ha
A: rotated states, projection error 6.1e-16, norm error 2.9e-15
A: largest splitting of band pairs on zone edge 3.2e-15 Ha
sample k (4, 5)/6, parent (1, 2)/6, time reversal False
sample R [[0, -1], [-1, 0]], t [0.5, 0.5], Rk [-2, -1]/6
sample G_R [-1, -1] (image of parent G=0)
sample phase of that coefficient 0.0000 +1.0000i
sample atom 1 -> atom 2, T [-1, 0], phase -0.5000 -0.8660i
sample q [1, 2]/6, folded k+q (5, 1)/6, G0 [0, 1]
sample bands 1->5, G=0: |smooth| 0.032185, |augmentation| 0.007573
sample |total| rotated 0.024612, direct 0.024612
A: |q| 0.29270 1/bohr, omega 0.2 Ha = 5.4423 eV
A: chi0_00 0.169365 -0.232123i 1/(Ha bohr^2)
A: chi0 relative error, rotated against direct 1.1e-14
A: loss -Im(1/eps), rotated 0.149957, direct 0.149957
A: loss at omega 0.1 Ha: 0.093110
A: loss at omega 0.3 Ha: 0.545894
A: loss at omega 0.4 Ha: 3.350794
A: covariance error of chi0, q -> [2, 1]/6: 1.0e-14
A: chi0 relative error with fault 'no translation phase': 0.2859
A: chi0 relative error with fault 'G phase only': 0.2948
A: chi0 relative error with fault 'no cell phase': 0.2725
A: chi0 relative error with fault 'p not rotated': 0.1275
A: chi0 relative error with fault 'no umklapp shift': 0.3364
A: chi0 mismatch when 11 bands split degenerate pairs: 4.2e-03
B: operations 2, glide translation [0.0, 0.5]
B: irreducible points 16 with, 24 without time reversal
B: full-zone points reached by time reversal 12, bands 10
B: largest error of rotated states 4.6e-15
B: chi0 relative error, rotated against direct 5.8e-15
B: chi0 relative error with P not conjugated 0.1635
B: loss, rotated 0.382332, direct 0.382332
```
